Choosing channel lengths for a reliable contact resistance

A straight line through resistances of long channels can look excellent and still give a useless contact resistance. In one synthetic data set below, 24 channels between 10000 and 80000 Å long return 120 ± 267 Å for a contact whose true value is 250 Å. The sheet resistance from the same fit has a standard error of only about 2.5%, and in this data set it happens to fall within 1% of its true value. Longer channels do not repair this, and neither does knowing the average sheet resistance.

**What the setting controls**

A two-terminal transport calculation in an electronic-structure program needs a channel length as input. To separate contact from channel, one repeats it for several lengths and fits a line. The choices treated here are that list of lengths and the weights of the fit. The same theory serves measured devices, and the example uses a model of such devices, with variation from one to the next. The bound and the numbers below rest on that variation. A deterministic calculation has none, and in calculations averaged over disorder the noise scales differently with length, as discussed below.

I set ħ = e = 1. Resistance is then dimensionless, and resistance times channel width is a length, quoted in angstrom. Let r be this width-normalized resistance of one contact, ρ the sheet resistance and L the channel length. For diffusive channels at low drain bias, the mean law is

y = 2r + ρL.

The factor 2 counts source and drain. I write c = 2r for the intercept.

**What r means**

Under the metal, let V(x) be the channel potential relative to the metal and I(x) the channel current per width, with x measured from the contact edge. The channel drops voltage along x and loses current to the metal through a specific contact resistivity k:

dV/dx = −ρI,  dI/dx = −V/k.

Here the sheet resistance under the metal is taken equal to that of the open channel. Differentiating the first equation and inserting the second gives

V'' = V/T²,  T² = k/ρ.

T is the transfer length. No current leaves the far end of a contact of length l, so V'(l) = 0 and

V = A cosh[(l−x)/T],
I = −V'/ρ = [A/(ρT)] sinh[(l−x)/T].

The ratio at the edge is the contact resistance:

r = V(0)/I(0) = ρT coth(l/T).

For l ≫ T this becomes r = ρT, so T = r/ρ and k = r²/ρ. For l ≪ T it becomes r = k/l: the current then enters over the whole contact, and k = r²/ρ must not be used.

**Where the variation comes from**

Let U be the mean gate overdrive, expressed as an energy, and v_i the threshold shift of device i. If channel charge is linear in overdrive and mobility is fixed, the sheet resistance of device i is

ρ/(1 − v_i/U) ≈ ρ(1 + v_i/U).

To first order the resistance error is ρL_i v_i/U, proportional to length. The shifts have an independent part and a part that is correlated across the chip. Divided by U, these have standard deviations s and g, both taken to be the same for all channel lengths. In real devices the independent part often grows as the channel gets shorter. If s holds only for the long channels, the errors quoted below for short ones are too small, and not by a little. With s ∝ 1/√L and s = 0.03 at 10000 Å, the error of r for the set with short channels is about 33 Å even with correct weights, against 18 Å for constant s. With device positions x_i and correlation length ξ,

K_ij = s²δ_ij + g² exp(−|x_i−x_j|/ξ).

Two further errors matter. Each contact scatters independently with standard deviation t, which gives variance 2t² per device. All gaps also share an unknown length offset with standard deviation o, as when an edge is misplaced in the same way everywhere. With D the diagonal matrix of lengths and 1 a column of ones, the covariance of the data is, to leading order,

C = 2t²I + ρ²DKD + ρ²o²11ᵀ,

where I is now the unit matrix. The three sources are assumed independent of one another, and their amplitudes are assumed known. This neglects one link between them. For a long contact r = √(kρ), so a threshold shift that also acts under the metal changes 2r by ρT v_i/U to first order. The sheet noise then acts on L_i + T instead of L_i. For T = 100 Å this is a fifth more at L = 500 Å, and negligible for L ≫ T. If the shift does act under the metal, the error bars given below for the set with short channels are slightly too small.

**The fit and its error**

Let X have the columns 1 and L, and let θ = (c, ρ)ᵀ. The fit minimizes

χ² = (y − Xθ)ᵀC⁻¹(y − Xθ).

Setting the derivative with respect to θ to zero gives XᵀC⁻¹(y − Xθ) = 0, hence

θ̂ = Ay,  A = F⁻¹XᵀC⁻¹,  F = XᵀC⁻¹X.

Since AX = 1 (the 2×2 unit matrix), the estimate is unbiased. Its covariance is

ACAᵀ = F⁻¹XᵀC⁻¹ C C⁻¹XF⁻¹ = F⁻¹.

Any other linear unbiased estimate has a matrix A + H with HX = 0. The cross term vanishes, because ACHᵀ = F⁻¹XᵀHᵀ = F⁻¹(HX)ᵀ = 0. The covariance is therefore F⁻¹ + HCHᵀ, which is no smaller. For fixed C, no linear unbiased estimate does better.

C contains the unknown ρ. In practice one starts from an unweighted line, builds C from its slope, refits, and repeats until ρ settles. The weights then depend on the data, so the linear theory is no longer a proof for this procedure. Monte Carlo tests with the nonlinear threshold law check it in the example.

**Errors that the lengths cannot average away**

Suppose the covariance gains a term XBXᵀ. For every unbiased matrix A, the relation AX = 1 gives

A(C + XBXᵀ)Aᵀ = ACAᵀ + B.

The same B is added for every candidate, so the best estimate stays the same and its covariance grows by B. Two cases follow.

A relative sheet shift common to all devices, with variance g², adds ρ²g²LLᵀ. This changes the variance of ρ by ρ²g² and leaves that of c alone. It is the limit of very large ξ.

A common length offset adds ρ²o²11ᵀ. This raises the variance of c by ρ²o², and that of r = c/2 by ρ²o²/4. More devices do not reduce it, and neither does any choice of lengths. Removing it takes further information, such as measured gaps, or data at several gate voltages if the gate dependence of r is known.

**The bound for long channels**

Let all lengths lie between a and b. Keep just the independent sheet variation and the offset:

C₀ = ρ²s²D² + ρ²o²11ᵀ.

The parts left out are covariances themselves, so C − C₀ has no negative eigenvalue. For every unbiased A, the variances in ACAᵀ are then at least those in AC₀Aᵀ. A lower bound derived from C₀ holds for the full C.

Set the offset aside for a moment and divide each data point by its length. With u_i = 1/L_i and e_i independent errors of unit variance,

y_i/L_i = ρ + c u_i + ρs e_i.

Now ρ is the intercept and c the slope. All points have equal noise, so

F = [1/(ρ²s²)] × [[Σu², Σu], [Σu, N]].

The first diagonal element of its inverse is

var(ĉ) = ρ²s²N/[NΣu² − (Σu)²] = ρ²s²/S,  S = Σ(u_i − ū)².

The mean ū minimizes a sum of squared distances, so S is at most the sum of squares about the midpoint of the interval from 1/b to 1/a. No point is farther from that midpoint than half the interval:

S ≤ (N/4)(1/a − 1/b)² = N(1 − a/b)²/(4a²).

Insert this, restore the offset term ρ²o², and divide by 4 to pass from c to r:

var(r̂) ≥ ρ²s²a²/[N(1 − a/b)²] + ρ²o²/4.

For C₀ alone, equality holds when half the devices have length a and half length b. As b grows, the first term falls no lower than ρ²s²a²/N. The shortest channel sets the scale of the error, and r does not appear in it. A small r is therefore lost in relative terms. The first term is a failure of precision at practical N and not a strict degeneracy, since for C₀ the half-and-half design attains the bound, and this term vanishes as N → ∞. The offset term is different: the offset and r enter the mean law in the same way, so the floor ρo/2 remains at any N.

**Is extrapolation to blame?**

The intercept lies outside the data, which suggests that distance alone causes the trouble. A scaling argument decides. Multiply all lengths by λ, and let the noise covariance grow as λ²ᵖ. Then X becomes X diag(1, λ), and

F⁻¹ → λ²ᵖ diag(1, 1/λ) F⁻¹ diag(1, 1/λ).

The standard deviation of c is multiplied by λᵖ. With noise independent of length, p = 0, and stretching the whole set costs nothing. With a sheet deviation uniform along each channel, p = 1, and the error grows with the stretch.

An intermediate case matters for calculations averaged over disorder. If a channel is a chain of segments whose resistances add and fluctuate independently, its variance is proportional to L. Then p = 1/2, and the error of r grows as the square root of the stretch. The bound above does not apply to this case, because it assumes an s that does not depend on length. Interference between segments invalidates the addition of resistances, and then the mean linear law needs checking too.

**Does knowing ρ help?**

Suppose the population mean ρ is known perfectly, but the deviation of each device is not. Fitting c alone gives variance 1/(1ᵀC⁻¹1). With C₀, the sheet part contributes ρ²s²/Σ(1/L²), which is at least ρ²s²a²/N, and the offset again adds ρ²o². Hence

var(r̂) ≥ ρ²s²a²/(4N) + ρ²o²/4.

The first term still grows as a². What does help is measuring the sheet resistance or threshold of each device, because subtracting its own ρ_iL_i removes the variation itself. The error of that measurement then takes the place of s.

**Reading the numbers**

The example takes round model parameters: ρ = 2.5, T = 100 Å and l = 1000 Å. Since coth 10 is 1 to the digits used, r = 2.5 × 100 = 250 Å, or 103 Ω µm. The overdrive is 1 eV and the threshold deviations are 0.03 eV (independent) and 0.04 eV (correlated), so s = 0.03 and g = 0.04. One contact scatters by t = 25 Å, and the common offset has o = 10 Å. Neighbouring devices are 100000 Å apart, and ξ is five times that.

Both designs have 24 devices, six of each length, with the lengths interleaved across the chip. The long set uses 10000, 20000, 40000 and 80000 Å. The mixed set uses 500, 1000, 10000 and 80000 Å, and assumes that the diffusive law still holds at 500 Å.

For the long set, ρsa = 2.5 × 0.03 × 10000 = 750 Å and 1 − a/b = 0.875. The first term of the bound corresponds to 750/(√24 × 0.875) = 175 Å. The offset contributes 2.5 × 10/2 = 12.5 Å, which added in quadrature hardly changes the total. The bound is thus 175 Å, and the predicted error of the actual design is 269 Å (110 Ω µm), larger than r itself. For the mixed set the predicted error is 18 Å (7.4 Ω µm), or 7% of r. Of this, 12.5 Å is the offset floor, leaving √(18.1² − 12.5²) ≈ 13 Å for everything else.

The Monte Carlo tests of the iterated fit give standard deviations of 273 and 18.3 Å for the two sets. Nominal 95% intervals cover the true r in about 95% of the samples for both. With the noise amplitudes known, as assumed here, the fit is honest about its error in either case; the long design just has a large one. If the amplitudes are underestimated, the intervals are too narrow. In the single data sets, the long design gives 120 ± 267 Å and the mixed one 270 ± 18 Å.

The cause shows when noise sources are switched off. With contact scatter alone, the long set would have an error of 6.2 Å, unchanged when all lengths are multiplied by ten. With threshold noise alone the error is 268 Å and rises to 2682 Å. Device positions and correlations were held fixed in this comparison, so it isolates the effect of length and is not a layout to build.

Perfect knowledge of the mean ρ lowers the long-set error from 269 to 246 Å. The gain depends on the noise and the layout: without correlated shifts the error would fall from 229 to 134 Å, still half of r. The corresponding bound is just 78 Å. It drops the correlated shifts and treats every channel as if it had the shortest length, so it should not be read as an estimate.

**Can the data exclude r = 0?**

Write the elements of F as p, q, q, h. For noise-free data, force the intercept to zero and let the slope shift from ρ to ρ + δ. The residuals are then c − δL_i, and the misfit is

χ² = pc² − 2qcδ + hδ².

Its minimum is at δ = qc/h, where

χ² = c²(p − q²/h) = c²/var(ĉ) = r²/var(r̂).

With C held at the true ρ, the long set gives (250/268.65)² = 0.87, and the mixed set gives 191. If C is rebuilt from the shifted slope, these become 0.85 and 170. In the long design, a perfect contact is nearly as acceptable as the true one. With noisy data, ĉ replaces c in the rise of χ², which adds 1 to its mean.

**Weights and placement**

If correlation is ignored, the fit uses the diagonal of C. Its true covariance is still ACAᵀ, with A built from those wrong weights. For sheet noise alone, with w_i = u_i − ū,

var(ĉ) = (ρ²/S²)[(s² + g²)S + g² Σ_{i≠j} w_iw_j exp(−|x_i−x_j|/ξ)].

The first term is what the naive fit reports if it is given the true variances. If equal lengths sit in blocks, near neighbours have w of the same sign and add positive terms. Interleaving places opposite signs close together, so that terms can cancel.

For the long set the naive report is 381 Å in both layouts. The true error of that fit is 278 Å when interleaved and 686 Å in blocks. Correct weights bring these to 269 and 604 Å. In this example placement matters more than weighting: even the best linear fit cannot recover what the block layout has lost.

**Derived contact quantities**

With T = r/ρ and k = r²/ρ, small errors propagate as

δT = δr/ρ − rδρ/ρ²,
δk = 2rδr/ρ − r²δρ/ρ².

The variances follow from the full covariance of r and ρ, including their correlation. The mixed set gives T = 100 Å with an error of 8 Å, and k = 25000 Å² with an error of about 3800 Å², or 15%.

For the long set the first-order formula for k fails, because δr is as large as r. Squaring an unbiased estimate gives a mean of r² + var(r̂). Neglecting the fluctuation of ρ, the mean estimate of k is

k + var(r̂)/ρ = 25000 + 268.65²/2.5 ≈ 54000 Å².

The Monte Carlo mean is about 55000 Å², more than twice the true value. Averaging such values of k over many chips would not remove the bias.

**Guidance for the setting**

Choose the shortest length first. Let η be the target error in r, larger than the offset floor. If s does not depend on length, the bound requires

a ≤ √N √(η² − ρ²o²/4)/(ρs).

For η = 25 Å, which is 10% of r, and N = 24, this gives 4.90 × 21.7/0.075 ≈ 1400 Å. The condition is necessary but not sufficient, since correlated shifts and contact scatter come on top. If the shortest channel must stay at 10000 Å, the same inequality solved for N gives 750²/(25² − 12.5²) = 1200 devices at the least.

Keep some longer channels as well, to separate the slope from the intercept. They need not be extreme: at b = 10a the factor 1/(1 − a/b) in the bound on the standard deviation is already only about 11% above its limit of 1. Interleave the lengths across the chip, and include the correlation in the weights. Measure the actual gaps if ρo/2 is comparable with the target.

Do not shorten the channel past the point where the linear law fails. When L approaches the mean free path, resistance need not divide into two contacts and a diffusive channel. A ballistic resistance can be part of the intercept at any length, so long channels do not remove it. It need not be small: for a parabolic two-dimensional band with mass 0.5 mₑ and one or two valleys, at 300 K and 10¹³ carriers per cm², it is about 60 to 70 Å per contact, several times the 18 Å error of the mixed set. At ρ = 2.5 the mean free path for backscattering is then 50 to 60 Å, about half of T, so the diffusive contact model is only marginal there, and the quoted errors of T and k are statistical only. A threshold that drifts systematically with length also changes the mean law. If the relative shift of the sheet resistance is α/L, it adds ρL × α/L = ρα, a constant: the line stays straight, but its intercept is wrong by ρα. Other forms of drift generally bend the line. All these effects can bias the contact resistance read from the intercept, and the error bars derived here do not include that bias.

A residual trend at the shortest lengths is a reason to drop them or extend the model, but the absence of a trend does not prove the intercept right. If the shortest lengths are dropped, the bound still gives a lower limit on the error, with the new shortest length as a and the number of remaining devices as N.

The complete numerical output follows the text.

Table of computed values

```
resistance unit hbar/e^2 = 4108.236 ohm
sheet resistance = 2.500 hbar/e^2; overdrive = 1.00 eV
threshold deviations: independent 0.030, correlated 0.040 eV
correlation length = 500000 A; device pitch = 100000 A
one-contact scatter = 25.0 A; common length offset = 10.0 A
transfer length = 100.0 A; contact length = 1000 A
specific contact resistivity = 25000 A^2 hbar/e^2
true r = 250.000 A = 102.71 ohm um
r for 150 A contact: line 276.198, ladder 276.198 A
devices per design = 24; repeats of each length = 6
long lengths (A): 10000 20000 40000 80000
long: predicted sd(r) = 268.65 A = 110.37 ohm um
long: sd(r)/r = 1.075; chi2 rise at r=0 = 0.87
long: Monte Carlo sd(r) = 273.24 A, mean r = 249.71 A
long: coverage of 95% interval = 0.947
long: one data set, mean y by length (A): 24756 50263 100385 194776
long: its fit r = 120.4 +- 266.9 A, rho = 2.4837 hbar/e^2
mixed lengths (A): 500 1000 10000 80000
mixed: predicted sd(r) = 18.11 A = 7.44 ohm um
mixed: sd(r)/r = 0.072; chi2 rise at r=0 = 190.61
mixed: Monte Carlo sd(r) = 18.25 A, mean r = 250.33 A
mixed: coverage of 95% interval = 0.949
mixed: one data set, mean y by length (A): 1780 3059 25604 198720
mixed: its fit r = 270.3 +- 18.0 A, rho = 2.4876 hbar/e^2
lower bound on sd(r), long range, 24 devices = 175.41 A
floor from common length offset = 12.50 A
long devices needed for 10% error, at least = 1200
long, rho known exactly: sd(r) = 246.00 A, bound 77.56 A
long, contact scatter only: sd(r) = 6.20 A; lengths x10: 6.20 A
long, threshold noise only: sd(r) = 268.21 A; lengths x10: 2682.10 A
interleaved, correlation ignored: reported 380.84, true 278.09 A; full fit 268.65 A
blocks, correlation ignored: reported 380.84, true 685.56 A; full fit 603.58 A
mixed: sd of transfer length = 8.10 A
mixed: sd of specific contact resistivity = 3792 A^2 hbar/e^2
long: mean estimated contact resistivity = 55198 A^2 hbar/e^2
long: predicted with upward bias = 53868 A^2 hbar/e^2
mean fitted rho, long design = 2.5067; second-order prediction 2.5062 hbar/e^2
```
